# Valence-edge shift from zinc d and oxygen p level repulsion

## Problem

The top of the valence band of zinc oxide consists mainly of oxygen 2p states. The filled zinc 3d states lie several electronvolts lower and mix with them. Model this mixing by one oxygen p orbital \(|p\rangle\) of energy \(E_p=0\) and one zinc d orbital \(|d\rangle\) of energy \(E_d=-\Delta\), with \(\Delta>0\). The orbitals are orthonormal and are coupled by a real matrix element \(V=1.5\) eV. The upper of the two resulting levels represents the valence edge.

The d level is moved from 7.5 eV to 5 eV below the oxygen p level, while \(E_p\) and \(V\) are held fixed. Both distances refer to the levels before mixing.

1. Find the energy of the valence edge as a function of \(\Delta\) and \(V\).
2. Show that the move raises the edge by about 0.13 eV.
3. Find the d weight of the upper state and use it to explain the size of the rise.
4. Examine the limits of weak and strong mixing. How good is the estimate \(V^2/\Delta\) here?
5. Leave out the empty zinc 4p states. Show why two levels then suffice at the centre of the Brillouin zone of a zincblende crystal with nearest-neighbour coupling, and find what happens to the band gap.
6. Repeat part 2 with 7.5 and 5 eV taken as the separations of the levels after mixing.
7. Judge how far the result can be trusted for zinc oxide.

## Solution

### 1. The valence edge

In the basis \(|p\rangle,|d\rangle\) the Hamiltonian is

\[
H=\begin{pmatrix}0&V\\ V&-\Delta\end{pmatrix}.
\]

An eigenvalue \(E\) makes the determinant of \(H-E\) vanish:

\[
(-E)(-\Delta-E)-V^2=0
\quad\Longrightarrow\quad
E^2+\Delta E-V^2=0 .
\]

The quadratic formula gives

\[
E_\pm=\frac{-\Delta\pm R}{2},\qquad R=\sqrt{\Delta^2+4V^2}.
\]

The product of the roots is \(-V^2\), so for \(V\neq0\) one root is positive and the other negative. Their sum is \(-\Delta\), the sum of the uncoupled energies. The upper level therefore rises above the p level by the same amount as the lower level sinks below the d level. This is level repulsion. The valence edge is

\[
E_+=\frac{\sqrt{\Delta^2+4V^2}-\Delta}{2}. \tag{1}
\]

Only \(V^2\) enters, so the sign of \(V\), which depends on the sign chosen for the orbitals, has no effect on the energy.

### 2. The rise

Here \(4V^2=4(1.5)^2=9\) eV². For the deep d level,

\[
R=\sqrt{56.25+9}=8.078\ \text{eV},\qquad
E_+=\frac{8.078-7.5}{2}=0.289\ \text{eV}.
\]

For the shallow d level,

\[
R=\sqrt{25+9}=5.831\ \text{eV},\qquad
E_+=\frac{5.831-5}{2}=0.4155\ \text{eV}.
\]

The difference is

\[
\delta E_+=0.4155-0.2889=0.127\ \text{eV}\approx0.13\ \text{eV},
\]

or \(2.0\times10^{-20}\) J. The d level has moved up by 2.5 eV, and the valence edge has followed by about one twentieth of that.

### 3. The d weight explains the size

Write the upper state as \(a|p\rangle+b|d\rangle\) with \(a^2+b^2=1\). The second row of the eigenvalue equation is

\[
Va-\Delta b=E_+b
\quad\Longrightarrow\quad
\frac{b}{a}=\frac{V}{E_++\Delta}.
\]

The d weight \(w=b^2\) is then

\[
w=\frac{V^2}{V^2+(E_++\Delta)^2}.
\]

The secular equation says \(V^2=E_+(E_++\Delta)\). Inserting this and cancelling the common factor \(E_++\Delta\) gives

\[
w=\frac{E_+}{2E_++\Delta}=\frac{E_+}{R}
=\frac12\left(1-\frac{\Delta}{R}\right), \tag{2}
\]

where \(2E_++\Delta=R\) follows from (1).

Now differentiate (1) at fixed \(V\). Since \(dR/d\Delta=\Delta/R\),

\[
\frac{dE_+}{d\Delta}=\frac12\left(\frac{\Delta}{R}-1\right)=-w .
\]

Raising the d level reduces \(\Delta\), because \(E_d=-\Delta\). The sign therefore changes:

\[
\frac{dE_+}{dE_d}=w. \tag{3}
\]

The edge follows the d level in proportion to the d character it contains. Equation (2) gives \(w=3.6\,\%\) at the start and \(7.1\,\%\) at the end. Integrating (3) over the path gives

\[
\delta E_+=\int_{-7.5\ \text{eV}}^{-5\ \text{eV}}w\,dE_d
=\bar w\,(2.5\ \text{eV})=0.0506\times2.5\ \text{eV}=0.127\ \text{eV},
\]

where \(\bar w=5.06\,\%\) is the mean weight along the path.

The same argument shows what happens if the oxygen level moves. Shifting both uncoupled levels by the same energy shifts \(E_+\) by that energy, so the derivatives with respect to \(E_p\) and \(E_d\) add up to one. Hence \(dE_+/dE_p=1-w\), which exceeds 0.92 throughout this example. The edge is much more sensitive to the oxygen level than to the zinc level, and the condition that \(E_p\) stays fixed is essential to the result.

### 4. Weak and strong mixing

For \(2|V|\ll\Delta\), take \(\Delta\) out of the root in (1):

\[
E_+=\frac{\Delta}{2}\left(\sqrt{1+x}-1\right),\qquad x=\frac{4V^2}{\Delta^2}.
\]

With \(\sqrt{1+x}=1+x/2-x^2/8+\dots\), the first two terms are

\[
E_+=\frac{\Delta}{2}\left(\frac{2V^2}{\Delta^2}-\frac{2V^4}{\Delta^4}+\dots\right)
=\frac{V^2}{\Delta}-\frac{V^4}{\Delta^3}+\dots
\]

The first term is the result of second-order perturbation theory. It gives edges at 0.30 and 0.45 eV and thus a rise of 0.15 eV, which is 18 % above the value from (1). With the second term the edges are 0.288 and 0.4095 eV, and the rise is 0.1215 eV, 4 % below the value from (1). The first term overestimates the rise because its denominator is the uncoupled separation \(\Delta\), whereas the secular equation in the form \(E_+=V^2/(\Delta+E_+)\) contains the larger distance from the d level to the shifted edge. The correction matters more for the shallow level, where \(E_+\) is larger and \(\Delta\) smaller.

In the opposite limit, \(\Delta\ll2|V|\), the root tends to \(2|V|\), and

\[
E_+\approx|V|-\frac{\Delta}{2},\qquad w\approx\frac12 .
\]

The edge then follows half of any movement of the d level. The present example, with a few per cent of d weight, is much closer to the weak-mixing limit.

### 5. Why two levels suffice, and what the gap does

In zincblende each oxygen atom has four zinc neighbours, in the directions

\[
\frac{(1,1,1)}{\sqrt3},\quad \frac{(1,-1,-1)}{\sqrt3},\quad
\frac{(-1,1,-1)}{\sqrt3},\quad \frac{(-1,-1,1)}{\sqrt3}.
\]

At the zone centre all unit cells have the same phase, so the coupling of two orbitals is the plain sum over these four bonds.

**One bond.** Let the bond have the unit vector \(\hat u=(l,m,n)\). Rotational symmetry about the bond allows coupling only between orbitals of the same type: σ orbitals, symmetric about the bond, with strength \(V_\sigma\), and π orbitals, which have one nodal plane containing the bond, with strength \(V_\pi\).

The orbital \(p_x\) has σ amplitude \(l\) and the transverse π vector \(\hat x-l\hat u\). The angular function of \(d_{yz}\) is \(\sqrt3\,yz/r^2\), on a scale where a σ-type d orbital equals 1 on its axis. Of all d orbitals referred to the bond, the σ orbital alone is nonzero on the bond axis, so the σ amplitude of \(d_{yz}\) is its value there, \(\sqrt3\,mn\). The π amplitudes follow from the slope across the axis. A π orbital pointing along a transverse unit vector \(\hat e\) is \(\sqrt3(\hat u\cdot\mathbf r)(\hat e\cdot\mathbf r)/r^2\) and has slope \(\sqrt3\). The π vector of \(d_{yz}\) is therefore the transverse part of the gradient of \(yz\):

\[
(0,n,m)-2mn\,\hat u .
\]

This vector is perpendicular to \(\hat u\), so its scalar product with \(\hat x-l\hat u\) equals its x component, \(-2lmn\). The bond contributes

\[
\langle p_x|H|d_{yz}\rangle_{\text{bond}}
=lmn\left(\sqrt3\,V_\sigma-2V_\pi\right).
\]

**Four bonds.** For each of the four directions \(lmn=1/(3\sqrt3)\). The contributions add:

\[
V=\frac{4}{3\sqrt3}\left(\sqrt3\,V_\sigma-2V_\pi\right)
=\frac43V_\sigma-\frac{8}{3\sqrt3}V_\pi .
\]

The coupling of \(p_x\) to the other four d orbitals cancels. For \(d_{zx}\), the σ part is \(\sqrt3\,l^2n\) and the π part is \(n-2l^2n\). Since \(l^2=1/3\) on every bond, both are proportional to \(n\), and \(n\) sums to zero. For \(d_{xy}\) the same holds with \(m\) in place of \(n\). The orbitals \(d_{x^2-y^2}\) and \(d_{3z^2-r^2}\) have no σ amplitude, because \(l^2=m^2=n^2\), and their π coupling to \(p_x\) is proportional to \(l\), which also sums to zero.

Cyclic exchange of the axes gives the pairs \(p_y\)–\(d_{zx}\) and \(p_z\)–\(d_{xy}\) with the same \(V\). The p–d problem thus splits into three identical two-level problems and two uncoupled d orbitals. This reduction leaves out the zinc 4p orbitals, whose coupling to oxygen p does not in general cancel at the zone centre. Part 7 estimates their effect.

**The gap.** At the zone centre, the conduction edge in this model is a mixture of zinc s and oxygen s orbitals. The s–p coupling of a bond is proportional to \(l\), \(m\) or \(n\), and each sums to zero. The coupling of oxygen s to \(d_{yz}\) is proportional to \(mn\), which takes the values \(\tfrac13,\tfrac13,-\tfrac13,-\tfrac13\) and sums to zero, and the other d orbitals give zero likewise. The conduction edge contains no d orbital, so it does not respond to the d level, and the gap shrinks by the full rise of the valence edge.

A ten-orbital matrix, with s and p orbitals on oxygen and s and d orbitals on zinc, shows this in numbers. The choice \(V_\sigma=-0.713\) eV and \(V_\pi=0.357\) eV gives \(|V|=1.5\) eV. The s levels are put at \(-18\) eV (oxygen) and 2 eV (zinc), with an s–s coupling of \(-1.5\) eV per bond. Diagonalization places the valence edge at 0.289 and 0.4155 eV for the two d positions, as in part 2, and the conduction edge at 3.66 eV in both cases. The gap at the zone centre falls from 3.37 to 3.25 eV. The size of this gap reflects the chosen s levels and is no prediction; its change is the result. Away from the zone centre the cancellations do not hold. With s–p and s–d couplings of 1 and \(-0.5\) eV per bond, this small model has its lowest conduction level at the zone boundary, near 3.52 eV. That level moves by only about 0.002 eV, so the smallest gap shrinks by almost the same amount, 0.125 eV.

### 6. Separations measured after mixing

A spectrum or a computed band structure shows the mixed levels. Their separation is

\[
G=E_+-E_-=R=\sqrt{\Delta^2+4V^2},
\]

which is larger than \(\Delta\). Solving for the uncoupled separation and inserting it in (1) gives

\[
\Delta=\sqrt{G^2-4V^2},\qquad
E_+=\frac{G-\sqrt{G^2-4V^2}}{2},\qquad G\ge2|V| .
\]

The condition on \(G\) states that two levels coupled by \(V\) cannot be closer than \(2|V|\). For \(G=7.5\) and 5 eV,

\[
\Delta=\sqrt{56.25-9}=6.874\ \text{eV},\qquad
\Delta=\sqrt{25-9}=4\ \text{eV},
\]

\[
E_+=\frac{7.5-6.874}{2}=0.313\ \text{eV},\qquad
E_+=\frac{5-4}{2}=0.5\ \text{eV}.
\]

The rise is now 0.187 eV, about half as large again as in part 2. The uncoupled levels are closer together at both ends, and the d level moves further, by 2.87 eV instead of 2.5 eV. The answer of 0.13 eV therefore belongs to separations before mixing.

### 7. What the number means for zinc oxide

The two d positions correspond to a real discrepancy. Roughly, photoemission finds the zinc d states 7 to 8 eV below the valence edge of zinc oxide, while semilocal density functionals place them near 5 eV. Both distances are measured from the mixed valence edge, as in part 6. A measured d band, however, also contains the two d orbitals that stay unmixed in part 5. If 7.5 and 5 eV are taken as the distances from the edge to the mean of all five d levels, the rise is 0.170 eV, between the values of parts 2 and 6. The coupling of 1.5 eV is a round model value, neither fitted to zinc oxide nor derived from a calculation of it. With it, a d level that is too shallow pushes the valence edge up by between one and two tenths of an electronvolt. Semilocal functionals underestimate the gap of zinc oxide by more than 2 eV, as a rough figure, so in this model the misplaced d level accounts directly for a small part of the error.

The simplifications of the model change the 0.127 eV of part 2 as follows, each taken alone and with rough inputs.

**Coupling strength.** From (1), \(dE_+/dV=2V/R\), which is 0.37 for the deep level and 0.51 for the shallow one. If \(V\) is 10 % larger in both cases, the deep and shallow edges move up by 0.058 and 0.080 eV, so that most of the shift cancels in the difference, and the rise becomes 0.148 eV; if it is 10 % smaller, 0.106 eV. If \(V\) grows by 10 % for the shallow level alone, nothing compensates, and the rise becomes 0.207 eV. Some growth is plausible, since a less strongly bound d orbital tends to extend further towards the oxygen atom, but the figure of 10 % is assumed, not derived. With the inputs chosen here, this is the largest of the effects sized.

**Empty zinc 4p states.** An additional level 12 eV above the oxygen p level, coupled to it by 3 eV, changes the rise to 0.149 eV. The increase may seem surprising, because the new level takes some p weight out of the edge. Without the d level, however, it also pushes the p-like level down to

\[
\frac{12-\sqrt{12^2+4\cdot3^2}}{2}\ \text{eV}=-0.71\ \text{eV},
\]

which is closer to the d level. The separations from the d level shrink to 6.79 and 4.29 eV, while the p weight of this level, 0.947, reduces \(V^2\) to 2.13 eV². With these values (1) gives repulsions of 0.3005 and 0.4495 eV instead of 0.289 and 0.4155 eV. The smaller separation thus outweighs the lost p weight, and it does so more strongly for the shallow level, which increases the rise.

**Overlap.** If the orbitals overlap by \(S=0.05\), with coupling \(-V\) for positive overlap, the secular equation becomes \(E(E+\Delta)=(V+SE)^2\). The effective coupling grows with \(E\), hence more for the shallow level, and the rise becomes 0.132 eV. This assumes that the coupling \(-V\) is held fixed with the zero of energy at the oxygen level. If it is held fixed with the zero at the zinc d level, the rise is 0.115 eV, so even the sign of this correction depends on how the coupling is defined.

**Spin–orbit coupling.** A d-shell splitting of 0.3 eV enters the edge in proportion to its d weight. That weight grows by 3.5 percentage points, which sets a rough scale of 0.01 eV. Diagonalizing the zone-centre p–d matrix with this coupling on the d shell splits the edge and increases the rise of its top level by 0.004 eV. The spin–orbit coupling of oxygen is left out.

**Temperature.** A linear expansion coefficient of \(5\times10^{-6}\) K⁻¹ over 300 K, with \(V\) falling as the bond length to the power \(-3.5\), lowers the rise by 0.001 eV. The effect of lattice vibrations on the levels is not included in this estimate.

One limitation cannot be sized within the model. In a self-consistent calculation the charge distribution changes when the d level moves, and the oxygen level moves with it. By part 3, more than nine tenths of any such movement appears in the valence edge, so a movement of 0.1 eV would be comparable with the whole effect. Moreover, zinc oxide normally crystallizes in the wurtzite structure, where symmetry does not make the bond along the hexagonal axis equivalent to the other three. The cancellations of part 5 are then in general incomplete. In the nearest-neighbour model the effect is small. With ideal tetrahedra the valence edge at the zone centre is that of zincblende. With \(a=3.25\) Å, \(c=5.207\) Å, \(u=0.382\), the couplings to d orbitals scaled as the bond length to the power \(-3.5\) and the others as the power \(-2\), the rise is 0.129 eV, and the lowest empty level at the zone centre moves by less than 0.001 eV.

Since the coupling is assumed, the result is a property of the model and not an established value for zinc oxide. The model gives a rise of 0.1 to 0.2 eV, provided that the oxygen level stays in place and the coupling stays at 1.5 eV. If the coupling is 10 % larger for the shallow level alone, the reading of part 6 gives 0.31 eV. The range also depends strongly on the coupling itself: with \(V=2\) eV for both d positions, the readings of parts 2 and 6 give 0.20 and 0.42 eV. The figure of 0.13 eV holds for the stated uncoupled levels and a fixed coupling of 1.5 eV. The numerical output below lists most of the values to more digits.

## Computed values

```
Coupling V: 1.50 eV
Uncoupled separations D: 7.50 and 5.00 eV
d level deep: square root sqrt(D^2+4V^2) = 8.0777 eV
d level deep: upper level 0.2889 eV, lower level -7.7889 eV
d level deep: d weight of upper state 3.58 %
d level shallow: square root sqrt(D^2+4V^2) = 5.8310 eV
d level shallow: upper level 0.4155 eV, lower level -5.4155 eV
d level shallow: d weight of upper state 7.13 %
Rise of valence edge: 0.1266 eV = 2.028e-20 J
Mean d weight on the path: 5.06 %
Rise from integral of d weight: 0.1266 eV
First-order-term edges V^2/D: 0.3000, 0.4500 eV
Rise from V^2/D alone: 0.1500 eV
Two-term edges: 0.2880, 0.4095 eV
Rise from two terms: 0.1215 eV
Ten-orbital zone-centre model (zincblende, nearest neighbours)
  pd-sigma -0.7132 eV, pd-pi 0.3566 eV
  s-s, s-p, s-d bond couplings: -1.50, 1.00, -0.50 eV
  O s level -18.0 eV, Zn s level 2.0 eV
  valence edge: 0.2889 -> 0.4155 eV
  conduction edge: 3.6619 -> 3.6619 eV
  gap: 3.3730 -> 3.2464 eV
Same numbers read as mixed-level separations G
  uncoupled D: 6.8739, 4.0000 eV
  edges: 0.3131, 0.5000 eV
  rise: 0.1869 eV
Neglected effects (rough inputs): new rise, change of rise
  V 10 % larger for shallow d only: 0.2065 eV, +0.0799 eV
  V 10 % smaller in both cases: 0.1056 eV, -0.0210 eV
  V 10 % larger in both cases: 0.1485 eV, +0.0219 eV
  p-d overlap 0.05: 0.1321 eV, +0.0055 eV
  Zn 4p at 12 eV, coupling 3 eV: 0.1486 eV, +0.0220 eV
  thermal expansion to 300 K: 0.1255 eV, -0.0011 eV
  expansion coefficient 5.0e-06 per K, V ~ length^-3.5
  d spin-orbit splitting 0.3 eV times growth of d weight: 0.0106 eV
```
